# Acoustic-phonon mobility of a single subband in a hard-wall film

## Problem

Electrons move freely in the plane of a semiconductor film of thickness $W$ and are confined between hard walls at $z=0$ and $z=W$. All of them are in the lowest subband,

$$\psi(z)=\sqrt{\frac{2}{W}}\,\sin\frac{\pi z}{W},\qquad 0\le z\le W .$$

The band has one valley and an isotropic effective mass $m$. Electrons scatter from longitudinal acoustic phonons through the deformation-potential energy $D\,\nabla\cdot\mathbf u$, where $\mathbf u$ is the lattice displacement. The phonons are those of a bulk medium with mass density $\rho$ and frequency $\omega=vq$; the film surfaces do not alter them. Screening and all other scattering are left out, and $m$, $D$, $\rho$, $v$ and the temperature $T$ do not change with $W$.

(a) Evaluate the squared-density integral $F=\int_0^W|\psi|^4\,dz$.

(b) Find the scattering rate when phonon energies are small compared with $k_BT$ and with the electron energy.

(c) Find the mobility and its dependence on $W$.

(d) Evaluate the results for the round model parameters $m=0.20\,m_0$ ($m_0$ is the free-electron mass), $D=10$ eV, $\rho=5000$ kg/m³, $v=5000$ m/s, $T=300$ K and $W=5$ nm.

(e) Up to what thickness can the result of (c) be used, and what replaces it in a thick film?

## Solution

### (a) The squared-density integral

The fourth power of the wave function is $|\psi|^4=(4/W^2)\sin^4(\pi z/W)$. With $x=\pi z/W$, using $\sin^2x=\tfrac12(1-\cos2x)$ and then $\cos^22x=\tfrac12(1+\cos4x)$,

$$\sin^4x=\tfrac14\left(1-2\cos2x+\cos^22x\right)=\tfrac38-\tfrac12\cos2x+\tfrac18\cos4x .$$

As $z$ crosses the film, $x$ runs from $0$ to $\pi$. Both cosines complete whole periods and integrate to zero, which leaves

$$F=\frac{4}{W^2}\cdot\frac{3}{8}W=\frac{3}{2W}.$$

$F$ is an inverse length, and $1/F=2W/3$ is an effective width of the electron layer. A uniform density $1/W$ would give $F=1/W$; the concentration of the electron near the middle raises this by a factor $3/2$. The dependence $1/W$ itself needs only a density whose shape stretches with the film, $|\psi|^2=g(z/W)/W$. Hard walls provide this. If an electric field held the electrons against one surface, in a layer much thinner than the film, $F$ would not follow $W$. Weaker departures from empty hard walls already matter. For $m=0.20\,m_0$ a uniform field of 0.5 MV/cm across the film raises $F$ by 5 % at 5 nm and by 13 % at 6 nm, and barriers of 3 eV with the same mass lower it by 15 % at 3 nm and by 9 % at 5 nm.

### (b) The scattering rate

**Matrix element.** In a normalization volume $\Omega=AL$, with $A$ the area and $L$ the length along $z$, the displacement is

$$\mathbf u(\mathbf R)=\sum_{\mathbf q}\sqrt{\frac{\hbar}{2\rho\Omega\omega}}\;\hat{\mathbf q}\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf R}+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf R}\right).$$

The divergence brings down a factor $\pm iq$. Between the states $\psi(z)e^{i\mathbf k\cdot\mathbf r}/\sqrt A$ and $\psi(z)e^{i\mathbf k'\cdot\mathbf r}/\sqrt A$, the integral over the plane fixes the in-plane part of $\mathbf q$ to $\pm(\mathbf k'-\mathbf k)$. The integral over $z$ gives

$$I(q_z)=\int_0^W|\psi(z)|^2e^{iq_zz}\,dz .$$

With $\omega=vq$, the squared matrix element is therefore

$$|M|^2=\frac{D^2\hbar q}{2\rho\Omega v}\,|I(q_z)|^2\times\begin{cases}N&\text{(absorption)}\\ N+1&\text{(emission)}\end{cases}$$

where $N$ is the Bose occupation of the mode.

**Small phonon energies.** If $\hbar vq$ is small compared with the electron energy, it can be dropped from energy conservation, and absorption and emission lead to final states of the same energy. Their occupation factors then add. With $y=\hbar vq/k_BT$,

$$2N+1=\coth\frac y2=\frac2y\left(1+\frac{y^2}{12}+\dots\right)\approx\frac{2k_BT}{\hbar vq}.$$

The factors of $q$ cancel in the sum of the two processes:

$$|M|^2_{\rm abs}+|M|^2_{\rm em}=\frac{D^2k_BT}{\rho v^2\Omega}\,|I(q_z)|^2 .$$

**Sum over $q_z$.** The walls break translation symmetry along $z$, so $q_z$ is not fixed by the electron states and all its values contribute. Replacing the sum by $L\int dq_z/2\pi$ and using $\int e^{iq_z(z-z')}dq_z/2\pi=\delta(z-z')$,

$$\int\frac{dq_z}{2\pi}|I(q_z)|^2=\int\!\!\int|\psi(z)|^2|\psi(z')|^2\,\delta(z-z')\,dz\,dz'=F .$$

This is how the squared density enters the rate. Since $|I(0)|^2=1$, the integral is equivalent to a range $2\pi F=3\pi/W$ of $q_z$ coupled at full strength. A thinner film opens a wider range of phonons to the electron.

**Sum over final states.** Scattering conserves spin. With $dE'=\hbar^2k'dk'/m$,

$$\sum_{\mathbf k'}\delta(E'-E)=\frac{A}{(2\pi)^2}\int_0^{2\pi}\!d\theta\int k'dk'\,\delta(E'-E)=\frac{Am}{2\pi\hbar^2}.$$

The golden rule now gives

$$\frac1\tau=\frac{2\pi}{\hbar}\cdot\frac{D^2k_BT}{\rho v^2AL}\cdot LF\cdot\frac{Am}{2\pi\hbar^2}=\frac{mD^2k_BT}{\hbar^3\rho v^2}F=\frac{3mD^2k_BT}{2\hbar^3\rho v^2W}.$$

$A$ and $L$ have dropped out, as they must. The rate does not depend on the electron energy, because the density of states of a two-dimensional parabolic band is constant and the squared coupling has lost its dependence on $q$.

### (c) The mobility

A field $\mathcal E$ along $x$ changes the occupation from its equilibrium form $f_0$ to $f_0+\delta f$, where $\delta f$ is odd in $\mathbf k$. For elastic scattering the exclusion factors cancel, since $f(1-f')-f'(1-f)=f-f'$. The transition probability is the same for every final direction, so scattering into $\mathbf k$ brings the average of $\delta f$ over the energy circle, which is zero. What remains is loss at the rate $\delta f/\tau$: the lifetime is also the momentum relaxation time. For a charge $-e$, the steady state obeys

$$-\frac{e\mathcal E}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{\delta f}{\tau}\quad\Rightarrow\quad\delta f=\frac{e\mathcal E\tau}{\hbar}\frac{\partial f_0}{\partial k_x}.$$

Let $n_s$ be the number of electrons per area. The drift velocity, with a factor 2 for spin and one integration by parts, is

$$v_d=\frac{2}{n_s}\int\frac{d^2k}{(2\pi)^2}\frac{\hbar k_x}{m}\,\delta f=-\frac{e\tau\mathcal E}{m}\cdot\frac{2}{n_s}\int\frac{d^2k}{(2\pi)^2}f_0=-\frac{e\tau}{m}\mathcal E .$$

The constant $\tau$ could be taken out of the integral, so the result holds for any filling of the single subband, provided $\psi$ keeps its hard-wall shape. A density of order $10^{13}$ cm⁻² held by a gate on one side needs a field of order 1 MV/cm, which distorts $\psi$ and raises $F$. The mobility is

$$\boxed{\;\mu=\frac{e\tau}{m}=\frac{2e\hbar^3\rho v^2}{3m^2D^2k_BT}\,W\;}$$

It is proportional to the film thickness. With the other parameters fixed it falls with temperature as $1/T$, as long as the phonon energies remain small compared with $k_BT$ and with the electron energy. The $1/T$ law therefore cannot be carried down to low temperatures. It also fails at high temperatures, once $k_BT$ is no longer small against the subband gap of part (e): for the parameters of part (d) and $W=6$ nm the law is about 3 % too high at 400 K and 6 % at 500 K.

### (d) Numbers

The integral is $F=3/(2\times5\text{ nm})=0.300$ nm⁻¹, and the effective width is $3.33$ nm. In SI units $m=1.8219\times10^{-31}$ kg, $D=1.6022\times10^{-18}$ J, $k_BT=4.1419\times10^{-21}$ J and $\rho v^2=1.25\times10^{11}$ J/m³. The rate is

$$\frac1\tau=\frac{3(1.8219\times10^{-31})(1.6022\times10^{-18})^2(4.1419\times10^{-21})}{2(1.05457\times10^{-34})^3(1.25\times10^{11})(5\times10^{-9})}\ \text{s}^{-1}=3.96\times10^{12}\ \text{s}^{-1},$$

so $\tau=0.252$ ps, and

$$\mu=\frac{(1.6022\times10^{-19})(0.2523\times10^{-12})}{1.8219\times10^{-31}}\ \frac{\text{m}^2}{\text{V s}}=0.222\ \frac{\text{m}^2}{\text{V s}}\approx2220\ \frac{\text{cm}^2}{\text{V s}}.$$

Each nanometre of thickness adds about 444 cm²/(V s).

The assumptions can be checked against these numbers. The second subband lies $E_2-E_1=3\pi^2\hbar^2/(2mW^2)=226$ meV above the first, or $8.7\,k_BT$, so a nondegenerate electron gas hardly reaches it. A phonon with $q=2\pi/W$ has 4.1 meV, and one that reverses the in-plane motion of an electron of kinetic energy $k_BT$ has at least 2.4 meV. Both are well below $k_BT=25.9$ meV.

The neglect of phonon energies was tested by integrating the golden rule with the full energy balance and Bose factors, at 3 and 5 nm and at electron energies $k_BT$ and $2k_BT$. The scattering and momentum-loss rates differ from the formula by less than 0.2 % of its value. At energy $k_BT$ the momentum-loss rates for 3 and 5 nm have the ratio 1.669, against $5/3=1.667$ from the law. The approximation is poorer for electrons of only a few meV, which cannot emit the more energetic of these phonons: at 3 meV the rate is 12 % below the formula at 5 nm and 26 % below it at 3 nm. As a result, keeping the phonon energies raises the nondegenerate mobility at 300 K by about 0.3 % at 5 nm and 0.7 % at 3 nm, a shift not included in the values given here and in the table of part (e).

### (e) Where the proportionality ends

In a thicker film the subbands $E_n=n^2E_1$ move together, and electrons can scatter between them. Part (b) carries over with $|\psi|^2$ in $I(q_z)$ replaced by $\psi_n\psi_l$, so $F$ becomes the overlap of two densities. Since $\psi_n^2=[1-\cos(2n\pi z/W)]/W$,

$$\int_0^W\psi_n^2\psi_l^2\,dz=\frac1W\left(1+\frac{\delta_{nl}}2\right).$$

The single cosines integrate to zero, and the product of two cosines has the mean $\tfrac12$ if $n=l$ and zero otherwise. If $N_s(E)$ subbands lie below the energy $E$, summing over the final subbands gives

$$\frac1{\tau(E)}=\frac{mD^2k_BT}{\hbar^3\rho v^2W}\left(N_s(E)+\frac12\right).$$

One open subband returns the factor $3/2$. When the second opens, the rate jumps by $(5/2)/(3/2)=5/3$. Extra subbands can thus only shorten $\tau$, and as long as phonon energies are neglected the linear law is an upper bound on the mobility.

For very large $W$, counting levels gives $N_s\approx\sqrt{E/E_1}=W\sqrt{2mE}/(\pi\hbar)$. The factor $W$ cancels, and

$$\frac1{\tau(E)}\to\frac{\sqrt2\,m^{3/2}D^2k_BT}{\pi\hbar^4\rho v^2}\sqrt E .$$

This is a bulk rate. In three dimensions the density of states grows as $\sqrt E$, and the drift integral of part (c), for a nondegenerate gas, weights $\tau$ with $E^{3/2}e^{-E/k_BT}$. As $\tau\propto E^{-1/2}$, the average is $\tau(k_BT)\,\Gamma(2)/\Gamma(5/2)=\tau(k_BT)\cdot4/(3\sqrt\pi)$. Hence

$$\mu_{\rm bulk}=\frac em\cdot\frac{4}{3\sqrt\pi}\cdot\frac{\pi\hbar^4\rho v^2}{\sqrt2\,m^{3/2}D^2(k_BT)^{3/2}}=\frac{2\sqrt{2\pi}}3\,\frac{e\hbar^4\rho v^2}{m^{5/2}D^2(k_BT)^{3/2}} .$$

The linear law reaches this value at the thickness

$$W_c=\frac{\sqrt{2\pi}\,\hbar}{\sqrt{mk_BT}},$$

which is the thermal de Broglie wavelength. Here $W_c=9.6$ nm and $\mu_{\rm bulk}=4270$ cm²/(V s).

Between the two limits, the mobility of a nondegenerate gas follows by averaging $\tau(E)$ over all subbands, each weighted with its kinetic energy and the Boltzmann factor:

| $W$ (nm) | $(E_2-E_1)/k_BT$ | linear law, cm²/(V s) | all subbands, cm²/(V s) |
|---|---|---|---|
| 3 | 24.2 | 1331 | 1331 |
| 5 | 8.7 | 2219 | 2217 |
| 6 | 6.1 | 2662 | 2642 |
| 8 | 3.4 | 3550 | 3302 |
| 10 | 2.2 | 4437 | 3656 |
| 20 | 0.55 | 8874 | 4070 |

Relative to the all-subband value, the linear law is 0.8 % too high at 6 nm, 7.5 % at 8 nm and 21 % at 10 nm. For these parameters it can be used up to about 6 nm, where the gap is still some $6k_BT$. At 20 nm it is too high by a factor of 2.2, and the mobility is already close to its bulk value. In a degenerate gas the Fermi level must also stay several $k_BT$ below $E_2$, which can set a smaller limit. The law describes only the part of the mobility limited by these phonons. In real films a few nanometres thick, scattering from thickness fluctuations, left out here, can dominate and make the mobility fall much faster than $W$.

The numerical output gives the remaining thicknesses and the individual golden-rule rates.

## Computed results

```
effective mass m = 0.20 m0 = 1.8219e-31 kg
deformation potential D = 10.0 eV = 1.6022e-18 J
mass density rho = 5000 kg/m^3
sound speed v = 5000 m/s
rho v^2 = 1.250e+11 J/m^3
temperature T = 300 K
kT = 25.85 meV = 4.1419e-21 J
hbar = 1.05457e-34 J s
film thickness W = 5.0 nm
F from formula = 0.3000 1/nm
F from quadrature = 0.3000 1/nm
F from finite differences = 0.3000 1/nm
effective width 1/F = 3.333 nm
W * integral |I|^2 dq_z/(2 pi) = 1.50000 (no unit)
first subband energy E1 = 75.2 meV
gap E2-E1 = 225.6 meV
gap / kT = 8.73
phonon energy at q = 2 k(E=kT): 2.42 meV
phonon energy at q = 2 pi/W: 4.14 meV
scattering rate 1/tau = 3.964e+12 1/s
relaxation time tau = 0.2523 ps
mobility = 2219 cm^2/(V s) = 0.2219 m^2/(V s)
slope mobility/W = 443.7 cm^2/(V s) per nm
golden rule W=3 nm E=1 kT: total 6.614e+12, momentum 6.608e+12 1/s
golden rule W=3 nm E=2 kT: total 6.617e+12, momentum 6.612e+12 1/s
golden rule W=5 nm E=1 kT: total 3.964e+12, momentum 3.960e+12 1/s
golden rule W=5 nm E=2 kT: total 3.965e+12, momentum 3.962e+12 1/s
formula rate at W=3 nm = 6.607e+12 1/s
largest golden-rule deviation = 0.15 %
momentum-rate ratio 3 nm / 5 nm, E=kT = 1.6688
W (nm), gap/kT, linear law, all subbands (cm^2/(V s)), linear/all
  3   24.24     1331     1331   1.000
  4   13.64     1775     1775   1.000
  5    8.73     2219     2217   1.001
  6    6.06     2662     2642   1.008
  8    3.41     3550     3302   1.075
 10    2.18     4437     3656   1.214
 20    0.55     8874     4070   2.180
 50    0.09    22185     4198   5.285
all subbands, W = 1000 nm: 4266 cm^2/(V s)
bulk formula: 4270 cm^2/(V s)
W where linear law equals bulk value = 9.62 nm
```
